# Terrace-width variance of free-fermion steps and the Wigner surmise error: test program

```python
"""
Terrace widths of non-crossing, otherwise free steps (free fermions).
Result under test: with s = width / mean width and
    E(s) = det(1 - K) on [0, s],  K(x, y) = sin(pi(x-y)) / (pi(x-y)),
the width density is p = E'' and Var(s) = 2*int_0^inf E ds - 1 = about 0.180.
The Wigner surmise (32/pi^2) s^2 exp(-4 s^2/pi) has Var = 3 pi/8 - 1.
Symbols: E gap probability; rho_exp exponent of the pair repulsion (2 = free);
stiffness in eV/nm; repulsion A in eV nm (energy per step length A/x^2).
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

S_MAX = 6.0


def gap_probability(s, nodes=40, ring=None):
    """Fredholm determinant by Gauss-Legendre; ring = number of steps on a ring."""
    t, w = np.polynomial.legendre.leggauss(nodes)
    x = 0.5 * s * t
    d = x[:, None] - x[None, :]
    kernel = np.sinc(d)
    if ring is not None:
        kernel = kernel / np.sinc(d / ring)
    return np.linalg.det(np.eye(nodes) - kernel * (0.5 * s * w)[None, :])


def gap_moment(power, nodes=40, ring=None, points=80):
    """Integral of s^power E(s)."""
    top = S_MAX if ring is None else min(S_MAX, float(ring))
    t, w = np.polynomial.legendre.leggauss(points)
    s = 0.5 * top * (t + 1)
    e = np.array([gap_probability(v, nodes, ring) for v in s])
    return 0.5 * top * np.sum(w * s**power * e)


def width_density(s, h=0.01):
    """Second derivative of E by a five-point difference."""
    e = [gap_probability(s + k * h) for k in (-2, -1, 0, 1, 2)]
    return (-e[0] + 16 * e[1] - 30 * e[2] + 16 * e[3] - e[4]) / (12 * h * h)


def wigner(s):
    return 32 / np.pi**2 * s**2 * np.exp(-4 * s**2 / np.pi)


def surmise_variance(rho_exp):
    """Variance of a*s^rho_exp*exp(-b*s^2) with unit norm and mean."""
    b = np.exp(2 * (gammaln((rho_exp + 2) / 2) - gammaln((rho_exp + 1) / 2)))
    return (rho_exp + 1) / (2 * b) - 1


# ---- gap determinant against enumeration of a small lattice of fermions
sites, particles = 12, 5
hop = np.zeros((sites, sites))
for i in range(sites):
    hop[i, (i + 1) % sites] = hop[(i + 1) % sites, i] = -1.0
orbitals = np.linalg.eigh(hop)[1][:, :particles]
total = second_enum = 0.0
for conf in combinations(range(sites), particles):
    weight = np.linalg.det(orbitals[list(conf)])**2
    gaps = np.diff(list(conf) + [conf[0] + sites])
    total += weight
    second_enum += weight * np.mean(gaps**2)
projector = orbitals @ orbitals.T
empty = [np.linalg.det(np.eye(k) - projector[:k, :k]) for k in range(1, sites + 1)]
second_det = (1 + 2 * sum(empty)) * sites / particles
assert abs(total - 1) < 1e-10
assert abs(second_enum - second_det) < 1e-9

# ---- exact variance, convergence and moments from the density itself
second = 2 * gap_moment(0)
var_exact = second - 1
var_other = 2 * gap_moment(0, nodes=56, points=110) - 1
assert abs(var_exact - var_other) < 1e-10
assert abs(var_exact - 0.180) < 5e-4
t, w = np.polynomial.legendre.leggauss(80)
s_nodes, s_weights = 0.5 * S_MAX * (t + 1), 0.5 * S_MAX * w
p_nodes = np.array([width_density(v) for v in s_nodes])
direct = [np.sum(s_weights * s_nodes**k * p_nodes) for k in range(5)]
third, fourth = 6 * gap_moment(1), 12 * gap_moment(2)
for got, expected in zip(direct, [1, 1, second, third, fourth]):
    assert abs(got - expected) < 1e-6
tail = gap_probability(S_MAX)
assert abs(tail) < 1e-12
small_ratio = width_density(0.05) / (np.pi**2 * 0.05**2 / 3)
assert abs(small_ratio - 1) < 0.01

# ---- two steps on a ring: density sin^2(pi s/2) on [0, 2]
var_two = quad(lambda s: s**2 * np.sin(np.pi * s / 2)**2, 0, 2)[0] - 1
assert abs(2 * gap_moment(0, ring=2) - 1 - var_two) < 1e-9

# ---- Wigner surmise and its errors
var_wigner = 3 * np.pi / 8 - 1
wigner_moments = [quad(lambda s: s**k * wigner(s), 0, 12)[0] for k in range(3)]
assert np.allclose(wigner_moments, [1, 1, 1 + var_wigner], atol=1e-8)
assert abs(surmise_variance(2.0) - var_wigner) < 1e-12
rel_error = (var_wigner - var_exact) / var_exact
assert -0.02 < rel_error < -0.005
grid = np.arange(0, 5.0001, 0.02)
difference = np.array([width_density(v) for v in grid]) - wigner(grid)
i_max = np.argmax(np.abs(difference))
variation = 0.5 * np.sum(np.abs(difference)) * 0.02
tail_ratio = width_density(3.0) / wigner(3.0)

# ---- example: vicinal PbTe(111), rough or assumed inputs
lattice_nm, miscut_deg, temperature = 0.646, 1.0, 600.0
stiffness, repulsion = 0.3, 0.002
kT = constants.k * temperature / constants.e
height = lattice_nm / np.sqrt(3)
row = lattice_nm * np.sqrt(6) / 4
terrace = height / np.tan(np.radians(miscut_deg))
sd_exact, sd_wigner = terrace * np.sqrt(var_exact), terrace * np.sqrt(var_wigner)
central4 = fourth - 4 * third + 6 * second - 3
needed = (central4 / var_exact**2 - 1) / rel_error**2
order_length = 2 * stiffness * terrace**2 / (np.pi**2 * kT)


# ---- neglected: discrete atomic rows
def lattice_variance(density):
    k_max = int(5.0 / density)
    k = np.arange(k_max)
    kernel = density * np.sinc(density * (k[:, None] - k[None, :]))
    matrix = np.eye(k_max) - kernel
    e = [np.linalg.det(matrix[:n, :n]) for n in range(1, k_max + 1)]
    return density * (1 + 2 * sum(e)) - 1


density = row / terrace
row_shift = lattice_variance(density) - var_exact
row_shift_coarse = lattice_variance(4 * density) - var_exact
assert abs(row_shift) < 0.002 and abs(row_shift) < abs(row_shift_coarse)

# ---- neglected: inverse-square repulsion; check the ground state first
coupling = repulsion * stiffness / kT**2
rho_exp = 1 + np.sqrt(1 + 4 * coupling)


def ground_state(x, length):
    i, j = np.triu_indices(len(x), 1)
    return np.prod(np.abs(np.sin(np.pi * (x[i] - x[j]) / length))**(rho_exp / 2))


for x in (np.array([0.1, 0.9, 2.2, 3.1]), np.array([0.0, 1.2, 1.9, 2.8])):
    n, length, h = 4, 4.0, 1e-3
    psi = ground_state(x, length)
    kinetic = 0.0
    for unit in np.eye(n):
        kinetic -= (ground_state(x + h * unit, length) - 2 * psi
                    + ground_state(x - h * unit, length)) / (h * h * psi)
    i, j = np.triu_indices(n, 1)
    potential = 2 * coupling * (np.pi / length)**2 * np.sum(
        1 / np.sin(np.pi * (x[i] - x[j]) / length)**2)
    energy = (np.pi / length)**2 * (rho_exp / 2)**2 * n * (n * n - 1) / 3
    assert abs((kinetic + potential) / energy - 1) < 1e-4


def sample_variance(exponent, seed, n=12, walkers=1500, sweeps=300, burn=80):
    """Metropolis sampling of prod |sin(pi(xi-xj)/n)|^exponent on a ring."""
    rng = np.random.default_rng(seed)
    x = np.tile(np.arange(n, dtype=float), (walkers, 1))
    sums, count = np.zeros(walkers), 0
    for sweep in range(sweeps):
        for i in range(n):
            trial = x[:, i] + rng.uniform(-0.8, 0.8, walkers)
            others = np.delete(x, i, axis=1)
            new = np.sin(np.pi * (trial[:, None] - others) / n)
            old = np.sin(np.pi * (x[:, i][:, None] - others) / n)
            ratio = np.abs(np.prod(new / old, axis=1))**exponent
            accept = rng.random(walkers) < ratio
            x[accept, i] = trial[accept]
        if sweep >= burn and sweep % 5 == 0:
            y = np.sort(x % n, axis=1)
            gaps = np.diff(np.column_stack([y, y[:, 0] + n]), axis=1)
            sums += np.mean((gaps - 1)**2, axis=1)
            count += 1
    means = sums / count
    return means.mean(), means.std(ddof=1) / np.sqrt(walkers)


var_ring = 2 * gap_moment(0, ring=12) - 1
mc_free, err_free = sample_variance(2.0, 11)
mc_rep, err_rep = sample_variance(rho_exp, 12)
assert err_free < 0.002 and abs(mc_free - var_ring) < 4.5 * err_free
mc_ratio = mc_rep / mc_free
mc_ratio_err = mc_ratio * np.hypot(err_rep / mc_rep, err_free / mc_free)
surmise_ratio = surmise_variance(rho_exp) / var_wigner
assert abs(mc_ratio - surmise_ratio) < 0.025
assert 1 - mc_ratio > 3 * abs(rel_error)
rho_equal = brentq(lambda r: surmise_variance(r) / var_wigner - 1 - rel_error, 2, 3)
A_equal = (rho_equal / 2) * (rho_equal / 2 - 1) * kT**2 / stiffness
assert 0 < A_equal < repulsion

print("DETERMINANT (dimensionless, s = width/mean)")
reference = gap_probability(2.0)
for m in (4, 6, 8, 12):
    print(f"E(2) with {m} nodes: {gap_probability(2.0, m):.12f}")
print(f"E(2) with 40 nodes: {reference:.12f}")
for v in (0.5, 1.0, 3.0):
    print(f"E({v}) = {gap_probability(v):.8f}, p({v}) = {width_density(v):.6f}")
print(f"|E(6)|, size of neglected tail: {abs(tail):.1e}")
print(f"integral of E: {second / 2:.8f}")
print(f"exact second moment: {second:.8f}")
print(f"exact variance: {var_exact:.8f}")
print(f"change with finer quadrature: {abs(var_exact - var_other):.1e}")
print(f"variance from p = E'': {direct[2] - direct[1]**2:.8f}")
print(f"third and fourth moments: {third:.6f}, {fourth:.6f}")
print(f"lattice ring, 12 sites 5 steps, <gap^2>: enumeration {second_enum:.8f}")
print(f"same from determinants: {second_det:.8f}")
print(f"two-step ring variance: {var_two:.6f}")
print(f"12-step ring variance, determinant: {var_ring:.6f}")
print(f"12-step ring variance, sampling: {mc_free:.5f} +- {err_free:.5f}")
print("WIGNER SURMISE")
print(f"variance: {var_wigner:.8f}")
print(f"variance minus exact: {var_wigner - var_exact:.6f}")
print(f"relative error of variance: {100 * rel_error:.3f} %")
print(f"relative error of std deviation: {100 * (sd_wigner / sd_exact - 1):.3f} %")
print(f"s^2 coefficient exact, surmise: {np.pi**2 / 3:.4f}, {32 / np.pi**2:.4f}")
print(f"largest p - p_W: {difference[i_max]:.5f} at s = {grid[i_max]:.2f}")
print(f"total-variation distance: {variation:.5f}")
print(f"p/p_W at s = 3: {tail_ratio:.4f}")
print("EXAMPLE PbTe(111), rough or assumed inputs")
print(f"lattice constant {lattice_nm} nm, miscut {miscut_deg} deg, T {temperature} K")
print(f"stiffness {stiffness} eV/nm, repulsion A {repulsion} eV nm, kT {kT:.5f} eV")
print(f"step height {height:.4f} nm, row spacing {row:.4f} nm")
print(f"mean terrace width: {terrace:.3f} nm")
print(f"std deviation, exact: {sd_exact:.3f} nm")
print(f"std deviation, surmise: {sd_wigner:.3f} nm")
print(f"difference of std deviations: {sd_exact - sd_wigner:.4f} nm")
print(f"independent terraces for 1-sigma resolution: {needed:.3g}")
print("NEGLECTED EFFECTS")
print(f"row spacing / terrace width: {density:.5f}")
print(f"variance shift from rows: {row_shift:.2e} ({100*row_shift/var_exact:.4f} %)")
print(f"variance shift for rows 4 times coarser: {row_shift_coarse:.2e}")
print(f"reduced repulsion: {coupling:.4f}, exponent: {rho_exp:.4f}")
print(f"sampled variance with repulsion: {mc_rep:.5f} +- {err_rep:.5f}")
print(f"ratio to free steps, sampled: {mc_ratio:.4f} +- {mc_ratio_err:.4f}")
print(f"ratio to free steps, generalized surmise: {surmise_ratio:.4f}")
print(f"exponent with effect equal to surmise error: {rho_equal:.4f}")
print(f"repulsion A with that effect: {A_equal:.2e} eV nm")
print(f"length steps must greatly exceed: {order_length:.0f} nm")
print("finished without a failed check")
```

Output:

```
DETERMINANT (dimensionless, s = width/mean)
E(2) with 4 nodes: 0.003861908493
E(2) with 6 nodes: 0.003498643956
E(2) with 8 nodes: 0.003497326704
E(2) with 12 nodes: 0.003497325149
E(2) with 40 nodes: 0.003497325149
E(0.5) = 0.51507340, p(0.5) = 0.593230
E(1.0) = 0.17021742, p(1.0) = 0.902904
E(3.0) = 0.00000660, p(3.0) = 0.000354
|E(6)|, size of neglected tail: 1.9e-20
integral of E: 0.58999694
exact second moment: 1.17999388
exact variance: 0.17999388
change with finer quadrature: 5.8e-15
variance from p = E'': 0.17999388
third and fourth moments: 1.577939, 2.333092
lattice ring, 12 sites 5 steps, <gap^2>: enumeration 6.73694116
same from determinants: 6.73694116
two-step ring variance: 0.130691
12-step ring variance, determinant: 0.178628
12-step ring variance, sampling: 0.17852 +- 0.00031
WIGNER SURMISE
variance: 0.17809725
variance minus exact: -0.001897
relative error of variance: -1.054 %
relative error of std deviation: -0.528 %
s^2 coefficient exact, surmise: 3.2899, 3.2423
largest p - p_W: -0.00516 at s = 1.10
total-variation distance: 0.00271
p/p_W at s = 3: 1.1498
EXAMPLE PbTe(111), rough or assumed inputs
lattice constant 0.646 nm, miscut 1.0 deg, T 600.0 K
stiffness 0.3 eV/nm, repulsion A 0.002 eV nm, kT 0.05170 eV
step height 0.3730 nm, row spacing 0.3956 nm
mean terrace width: 21.367 nm
std deviation, exact: 9.065 nm
std deviation, surmise: 9.017 nm
difference of std deviations: 0.0479 nm
independent terraces for 1-sigma resolution: 1.92e+04
NEGLECTED EFFECTS
row spacing / terrace width: 0.01851
variance shift from rows: -8.95e-09 (-0.0000 %)
variance shift for rows 4 times coarser: -2.30e-06
reduced repulsion: 0.2244, exponent: 2.3776
sampled variance with repulsion: 0.15655 +- 0.00027
ratio to free steps, sampled: 0.8769 +- 0.0021
ratio to free steps, generalized surmise: 0.8830
exponent with effect equal to surmise error: 2.0304
repulsion A with that effect: 1.37e-04 eV nm
length steps must greatly exceed: 537 nm
finished without a failed check
```
